# The current limit of a long metallic carbon nanotube

## Problem

A metallic carbon nanotube has four conducting channels, spin included: four sets of right-moving states and four of left-moving states. An electron that can emit an optical phonon of energy $W=160$ meV and reverse its direction does so at once. The lattice is cold, so there are no phonons to absorb.

(a) Show that the current cannot exceed about 25 µA, whatever the voltage.

(b) Show that a uniform field drives a long tube without other scattering to this limit, and find what happens if emission takes a short but finite distance.

Conventions: $e>0$ is the elementary charge, $F$ is the magnitude of the field, and "right" is the direction in which the electrons are driven. The current $I$ is given as a magnitude. $E$ is the band energy, without the electrostatic potential energy. $f_R(E)$ and $f_L(E)$ are the occupations of right and left movers, equal in all four channels.

## Hints

1. In one dimension, multiply the density of states by the velocity before integrating.
2. A right mover at $E$ needs an empty left-moving state at $E-W$. Write "no such pair survives" as an equation.
3. Add and subtract $f_L(E-W)$ in the current integral.
4. For (b), the field raises the energy of right movers and lowers that of left movers. Follow $f_R(E)$ together with $1-f_L(E-W)$.

## Solution

### (a) The bound

**Current.** One channel has $dk/2\pi$ states per unit length in the interval $dk$. With speed $v=(1/\hbar)\,|dE/dk|$, these states carry

$$e\,v\,\frac{dk}{2\pi}=\frac{e}{2\pi\hbar}\,dE=\frac{e}{h}\,dE .$$

The speed has cancelled. Four channels, with left movers counted negatively, give

$$I=\frac{4e}{h}\int\left[f_R(E)-f_L(E)\right]dE .$$

**Instantaneous emission.** No occupied right-moving state can coexist with an empty left-moving state lower by $W$:

$$f_R(E)\,[1-f_L(E-W)]=0\quad\text{for every }E .$$

**Splitting the integrand.** Write

$$f_R(E)-f_L(E)=\underbrace{[f_R(E)-f_L(E-W)]}_{A}+\underbrace{[f_L(E-W)-f_L(E)]}_{B}.$$

The emission condition leaves two cases for $A$. If $f_L(E-W)=1$, then $A=f_R(E)-1\le 0$. If $f_L(E-W)<1$, then $f_R(E)=0$ and $A=-f_L(E-W)\le 0$. So $A$ is never positive.

For $B$, integrate from $E_1$ far below the Fermi level to $E_2$ far above it, and shift the variable in the first term:

$$\int_{E_1}^{E_2}B\,dE=\int_{E_1-W}^{E_1}f_L\,dE-\int_{E_2-W}^{E_2}f_L\,dE=W-0 ,$$

because all states are full far below and empty far above. Therefore

$$I\le I_0=\frac{4eW}{h}=\frac{4e^2}{h}\,\frac{W}{e}=155.0\ \mu\text{S}\times0.160\ \text{V}=24.8\ \mu\text{A}.$$

No shape was assumed for the distributions. Equality needs $A=0$ everywhere, so both occupations must be 0 or 1 and $f_R$ must be $f_L$ moved up by $W$.

### (b) Reaching the bound

Start from equilibrium, with both distributions filled to the same energy. The force $eF$ changes the energy of a right mover at the rate $+eFv$ and that of a left mover at the rate $-eFv$. The two edges move apart until they differ by $W$. From then on, a right mover pushed past its edge finds an empty state just above what was the left-moving edge, a distance $W$ below. It emits and fills that state. The edges stay $W$ apart, and the current stays at $I_0$.

**Finite emission length.** Let a right mover with an empty final state travel a mean distance $l$ before it emits. In the steady state,

$$eF\,\frac{df_R(E)}{dE}=-\frac{1}{l}f_R(E)[1-f_L(E-W)],$$

$$-eF\,\frac{df_L(E-W)}{dE}=+\frac{1}{l}f_R(E)[1-f_L(E-W)].$$

The minus sign on the left of the second line appears because left movers lose energy to the field. Emission by left movers is omitted for now. Define $g=f_R(E)$, $p=1-f_L(E-W)$ and $s=eFl$. Since $p'=-df_L(E-W)/dE$, the equations become

$$s\,g'=-g\,p,\qquad s\,p'=+g\,p .$$

Their sum gives $(g+p)'=0$. Far below the edge $g=1$ and $p=0$, so $g+p=1$ everywhere. Then $s\,g'=-g(1-g)$, or

$$\frac{d}{dE}\ln\frac{g}{1-g}=\frac{g'}{g(1-g)}=-\frac1s
\quad\Rightarrow\quad g=\frac{1}{1+e^{(E-E_0)/s}} .$$

The edge has the shape of a Fermi function of width $s$, although the lattice is cold. Also $f_L(E-W)=1-p=g=f_R(E)$, so $A=0$ and the current is again $I_0$. A finite $l$ blurs both edges but leaves their separation unchanged.

**Where this fails.** A left mover at $E+W$ can emit into an empty right-moving state at $E$, which adds current. Put the centre of $f_L$ at 0 and that of $f_R$ at $W$. Between $-W$ and $W$, away from the ends, the tails give

$$f_L(E+W)[1-f_R(E)]\approx e^{-(E+W)/s}\,e^{(E-W)/s}=e^{-2W/s}.$$

This is negligible for $s\ll W$. I solved the kinetic equations with this process included, stepping the occupations in time on an energy grid until they were steady. The result is $I/I_0=1.000$, $1.004$ and $1.093$ for $s=20$, 40 and 80 meV. The 25 µA bound therefore belongs to instantaneous emission; slow emission in a strong field lets the current exceed it.

## Variation 1: elastic backscattering

**Question.** Emission is instantaneous again, but electrons are also reversed at constant energy, with mean free path $l_a$. What is the current?

**Solution.** Let right movers emit on reaching $E=W$, and let all states below $E=0$ be full. For $0<E<W$ the states at $E-W$ are full, so no emission occurs, and

$$eF f_R'=-\frac{f_R-f_L}{l_a},\qquad -eF f_L'=+\frac{f_R-f_L}{l_a}.$$

The two slopes are equal, so $D=f_R-f_L$ is constant and $f_R'=-D/(eFl_a)$. Right movers enter the window from full states, so $f_R(0)=1$. Left movers enter from the empty states above, so $f_L(W)=0$ and $f_R(W)=D$. Hence

$$D=1-\frac{DW}{eFl_a}\quad\Rightarrow\quad D=\frac{1}{1+W/(eFl_a)},\qquad I=\frac{4e}{h}DW=\frac{I_0}{1+W/(eFl_a)} .$$

The assumption of full states below $E=0$ is consistent: just above $E=0$ the left movers have $f_L=1-D$, and the right movers that emit at $E=W$ add $D$ to this, so $f_L=1$ just below.

At low field the current becomes $I=(4e^2/h)Fl_a$, which is Ohm's law. At high field it tends to $I_0$, as long as emission still counts as instantaneous. For a finite emission length $l$, the limit is approached when the distance $W/(eF)$ needed to gain one phonon energy is much shorter than $l_a$ but still much longer than $l$.

**Numbers.** Take a tube 3 µm long in a field of 20 kV/cm, which is 2 V/µm, so that 6 V drops along it. Rough lengths for a tube on an oxide are $l_a=1000$ nm at 300 K and $l=15$ nm. The second is an effective value fitted to high-bias currents. First-principles estimates for cold phonons in a tube 2 nm wide are of order 100 nm, for which $s$ would exceed $W$ at this field, so the numbers below are tied to the short value. Then $W/(eF)=80$ nm and

$$I=\frac{24.8\ \mu\text{A}}{1+80/1000}=23.0\ \mu\text{A}.$$

Here $s=30$ meV. The step now has height $D$, so $g+p=D$ near the edge and its width is $s/D=32$ meV, well below $W$. Both 80 nm and 15 nm are small beside 3 µm, so this tube counts as long.

## Variation 2: a warm lattice

**Question.** How much heat is produced, and what does it do to the current?

**Solution.** In the ideal case of part (a), the four channels have $4/(hv)$ right-moving states per unit length and energy. The field carries electrons through the threshold at the rate $eFv\times4/(hv)=4eF/h$ per unit length. Each gives up $W$, so the heat per unit length is $4eFW/h=I_0F$. All the electrical power goes into optical phonons.

Phonons that are present can also be absorbed. If each phonon mode holds $N$ phonons on average, the absorption length is $l/N$. In the ideal distribution, with edges at $W$ and 0, a right mover can absorb and turn back if $E<W$ and the left-moving state at $E+W$ is empty, which needs $E>-W$. That is a range of width $2W$. A left mover would need $E<0$ and $E+W>W$, which is impossible. Absorption therefore begins by opposing the current, and it is a small correction if

$$\frac{2WN}{l}\ll eF .$$

This compares initial rates; electrons that have absorbed a phonon may emit one again, so it does not give the final current. It also shows that "instantaneous" emission presumes a cold lattice: at fixed $N>0$, making $l$ ever shorter violates the condition.

For the tube above, $eF=2$ meV/nm. At 300 K, $N=1/(e^{W/k_BT}-1)=0.0021$ and the left side is 0.04 meV/nm. The numerical solution, now with absorption, elastic scattering and the emission length shortened to $l/(1+N)$, gives 22.3 µA. This is 3% below the value at $N=0$, somewhat more than the ratio 0.022 of the two sides.

The heat is then $22.3\ \mu\text{A}\times2\ \text{V}/\mu\text{m}=45$ W/m. Suppose the substrate removes 0.15 W/m per kelvin, a rough value, and let $l_a$ vary as $1/T$. Heat production and removal balance at about 510 K, where $I=15.8$ µA:

$$300\ \text{K}+\frac{31.7\ \text{W/m}}{0.15\ \text{W/(m K)}}=511\ \text{K}.$$

There $N=0.027$ and $l_a=587$ nm. The shorter $l_a$ alone would give $24.8/(1+80/587)=21.8$ µA, so most of the drop comes from phonon absorption.

**Beside real tubes.** Long metallic single-walled tubes on oxide carry roughly 20 µA at high voltage, the size of the ideal limit. That agreement does not confirm the model, because the computed current depends strongly on both the emission length and the phonon population. A longer $l$ raises the current and more phonons lower it, so a value of $l$ fitted to measured currents depends on the phonon population assumed in the fit. In this model, self-heating moves the current from 22 to 16 µA, a figure that inherits the roughness of $l$, $l_a$ and the heat conductance. Optical phonons may also be hotter than the lattice. A trial value $N=0.3$, with $l_a$ held at 1000 nm, gives only 4 µA; this shows the sensitivity and does not predict $N$. With $l=130$ nm instead of 15 nm the same equations give about 40 µA at 300 K and about 25 µA at $N=0.3$; there $s>W$ and the neglected higher subbands would be populated.

Two other omissions, the resistance of ideal contacts and the higher subbands, matter little in the 300 K and self-heated solutions. Ideal contacts add $I\,h/(4e^2)=0.14$ V to the 6 V. For a (15,15) tube, 2.0 nm wide, a tight-binding calculation with hopping energy 2.7 eV puts the next subband 0.56 eV above the band crossing. For an undoped tube, with the Fermi level at the band crossing, the right-mover occupation at that energy is about $2\times10^{-7}$ at 300 K and $10^{-5}$ in the self-heated tube. A Fermi level 0.2 eV higher raises these to about $10^{-4}$ and $10^{-3}$. Phonon branches with energies other than 160 meV are also left out; their effect has not been estimated.
